# Pumping speed that removes hysteresis in the Berg model

## Result

A metal target is sputtered at fixed discharge current in a noble gas with an added reactive gas. Let $p$ be the partial pressure of the reactive gas, $S$ the pumping speed for it at the chamber, and $G(p)$ the number of its molecules taken up per second by target and walls together in the steady state.

**Theorem.** In the Berg model specified below, let a metal surface yield more metal atoms per ion than a compound surface, $Y_m>Y_c$. The final state then depends on the starting state, for some value of the gas supply, if and only if $S<S_c$, where

$$S_c=\max_p\left(-kT\frac{dG}{dp}\right)=\alpha_tA_t\sqrt{\frac{kT}{2\pi m}}\;M(r,a).$$

Here $\alpha_t$ is the sticking probability on target metal, $A_t$ the target area and $m$ the molecular mass. The number $M$ depends on two ratios, $r=Y_m/Y_c$ and $a=\alpha_wA_w/(\alpha_tA_t)$, with $w$ denoting the walls. The discharge current does not enter. If $Y_m\le Y_c$, there is no hysteresis at any $S>0$.

The consumption whose slope counts is that of the surfaces. The pump's share, $Sp/kT$, is left out of $G$ and is what the slope is compared with.

## Model and assumptions

The gas is diatomic and forms a compound with one gas atom per metal atom, as nitrogen does in TiN. Pressure, temperature $T$ and ion current density are uniform. "Walls" means every surface that collects sputtered metal, the substrate included. Molecules stick on metal and not on compound, and all sputtered metal lands on the walls, spread evenly over them. Compound is taken to be sputtered as a unit, so its gas atom travels with the metal atom and does not return to the gas. Yields are constant, and implantation of reactive ions is neglected.

Let $\nu=I/e$ be the number of ions striking the target per second, for a current $I$ taken as carried by singly charged ions alone, and let $\theta_t,\theta_w$ be the fractions of target and walls covered by compound. The molecular flux onto a surface is $F=p/\sqrt{2\pi mkT}$. With gas supply $Q$ in molecules per second, chamber volume $V$ and $N_s$ surface sites per area, the balances are

$$\frac{V}{kT}\dot p=Q-\frac{Sp}{kT}-\alpha_tFA_t(1-\theta_t)-\alpha_wFA_w(1-\theta_w),\tag{1}$$

$$N_sA_t\dot\theta_t=2\alpha_tFA_t(1-\theta_t)-\nu Y_c\theta_t,\tag{2}$$

$$N_sA_w\dot\theta_w=2\alpha_wFA_w(1-\theta_w)+\nu Y_c\theta_t(1-\theta_w)-\nu Y_m(1-\theta_t)\theta_w.\tag{3}$$

The factor 2 counts atoms per molecule. In (3), compound arriving from the target converts wall metal, and fresh metal buries wall compound.

## Lemma 1: coverages at given pressure

Define

$$x=\frac{2\alpha_tFA_t}{\nu Y_c},$$

which is proportional to $p$. It compares the atoms that a bare target would absorb with those sputtered from a fully covered one. Setting (2) to zero and dividing by $\nu Y_c$ gives $x(1-\theta_t)=\theta_t$, so

$$\theta_t=\frac{x}{1+x},\qquad 1-\theta_t=\frac1{1+x}.$$

Since $2\alpha_wFA_w/(\nu Y_c)=ax$, the steady form of (3) is

$$(ax+\theta_t)(1-\theta_w)=r(1-\theta_t)\theta_w .$$

Solve for $\theta_w$, then multiply numerator and denominator by $1+x$:

$$\theta_w=\frac{ax+\theta_t}{ax+\theta_t+r(1-\theta_t)}=\frac{ax(1+x)+x}{ax(1+x)+x+r}.$$

With $D=r+(1+a)x+ax^2$ the denominator is $D$ and the numerator is $D-r$. Hence

$$\theta_w=1-\frac rD.\tag{4}$$

Each pressure fixes one pair of coverages, and both rise with pressure. Any multiplicity must therefore come from the gas balance.

## Lemma 2: two forms of the uptake

Add the steady forms of (2) and (3), with the gas terms on the left. The term $\nu Y_c\theta_t$ from the target combines with $-\nu Y_c\theta_t(1-\theta_w)$ from the walls, leaving

$$2G=\nu\,[Y_m(1-\theta_t)+Y_c\theta_t]\,\theta_w .\tag{5}$$

The bracket times $\nu$ is the total rate at which metal atoms leave the target. Equation (5) says that the absorbed gas ends up in the film, whose ratio of gas to metal atoms is $\theta_w$. Inserting Lemma 1,

$$G=\tfrac12\nu Y_c\,g(x),\qquad g=\left(1+\frac{r-1}{1+x}\right)\left(1-\frac rD\right).\tag{6}$$

Counting instead the molecules lost at each surface, as in (1), gives

$$g=x(1-\theta_t)+ax(1-\theta_w)=\frac{x}{1+x}+\frac{arx}{D}.\tag{7}$$

The two forms are equal because both follow from the same steady balances.

## Lemma 3: the slope and its greatest fall

Using $dD/dx=1+a+2ax$, differentiate (6):

$$g'=-\frac{(r-1)\theta_w}{(1+x)^2}+\frac{r+x}{1+x}\,\frac{r(1+a+2ax)}{D^2}.\tag{8}$$

The first term is the loss of metal rate as the target is poisoned. The second is the growing gas content of the film. Differentiating (7), and using $D-x\,dD/dx=r-ax^2$, gives the same slope sorted by place:

$$g'=\frac1{(1+x)^2}-\frac{ar(ax^2-r)}{D^2}.\tag{9}$$

The target's own uptake always rises with pressure. A fall can come only from the walls, which receive less fresh metal once the target is poisoned.

**Sign.** If $r\le1$, neither term of (8) is negative and the second is positive, so $g'>0$ everywhere. If $r>1$, equation (6) gives

$$g-1=\frac{(r-1)D-r(r+x)}{(1+x)D}.$$

At large $x$ the numerator grows as $(r-1)ax^2$, so $g$ exceeds 1 and then tends to 1. It must fall somewhere. Since $g'(0)=1+a>0$ and $g'\to0$ at large $x$, the quantity $M=\max_x(-g')$ is attained and positive.

**Conversion to a pumping speed.** From the definition of $x$,

$$kT\frac{dG}{dp}=kT\cdot\frac{\nu Y_c}{2}\,g'\cdot\frac{2\alpha_tA_t}{\nu Y_c\sqrt{2\pi mkT}}=\alpha_tA_t\sqrt{\frac{kT}{2\pi m}}\;g'.\tag{10}$$

The current cancels because it stretches the uptake and the pressure scale by the same factor. The prefactor is the speed at which a bare metal target would pump the gas. Taking the maximum of $-g'$ gives the stated $S_c$.

**Limits.** Dropping the positive second term of (8) gives $-g'<r-1$, hence $M<r-1$. This bound is approached for very large walls. Take $x=a^{-1/3}$ and let $a\to\infty$. Then $x\to0$ while $ax^2\to\infty$, so $\theta_w\to1$ and the first term of (8) tends to $-(r-1)$. Because $D>ax$, the second term is at most of order $r^2/(ax^2)=r^2a^{-1/3}$ and vanishes.

For small walls use (9). It gives $-g'<a\,(r/D)(ax^2/D)$. The two fractions are positive and their sum is at most 1, so their product is at most $1/4$. Therefore

$$M<\min\left(r-1,\;\frac a4\right).\tag{11}$$

For a given target, the critical speed vanishes both when poisoning hardly changes the yield and when the absorbing capacity $\alpha_wA_w$ of the walls is made small. Lowering $a$ by enlarging the target is a different matter, because the prefactor of $S_c$ grows at the same time.

## Lemma 4: number of steady states

A steady state at supply $Q$ is a solution of

$$Q=\Phi(p),\qquad \Phi(p)=\frac{Sp}{kT}+G(p),\qquad kT\frac{d\Phi}{dp}=S+kT\frac{dG}{dp}.$$

The function $\Phi$ starts at zero and grows without bound.

*Case $S\ge S_c$.* The slope of $\Phi$ is never negative. It can vanish only at isolated points, because $g'$ is a rational function that is not constant. So $\Phi$ increases strictly, and each supply has one steady state. The same holds for $r\le1$ and any $S>0$.

*Case $S<S_c$.* At the pressure $p_*$ of steepest fall, $\Phi$ decreases. Choose $Q=\Phi(p_*)$. Just below $p_*$ the curve lies above $Q$, while at $p=0$ it lies below, so it crosses $Q$ in between. Just above $p_*$ it lies below $Q$, and it later rises without bound, so it crosses again. With $p_*$ itself there are at least three steady states.

## Lemma 5: stability

Let $J$ be the matrix of derivatives of $(\dot p,\dot\theta_t,\dot\theta_w)$ with respect to $(p,\theta_t,\theta_w)$. Its off-diagonal elements are non-negative wherever $p\ge0$ and both coverages lie between 0 and 1:

- higher coverage of either surface reduces gas loss and raises $\dot p$;
- higher pressure raises $\dot\theta_t$ and $\dot\theta_w$;
- higher $\theta_t$ raises $\dot\theta_w$, by an amount proportional to $Y_c(1-\theta_w)+Y_m\theta_w$;
- $\theta_w$ does not enter $\dot\theta_t$.

Write

$$J=\begin{pmatrix}-h&b^T\\c&-K\end{pmatrix},\qquad K=\begin{pmatrix}k_t&0\\-d&k_w\end{pmatrix},$$

with $h,k_t,k_w>0$ and $b,c,d\ge0$. Along the curve of steady coverages, $c-K\,d\theta/dp=0$, so $d\theta/dp=K^{-1}c$. The derivative of $\dot p$ along that curve is $-h+b^TK^{-1}c$. By (1) it also equals $-\sigma/V$, where $\sigma=S+kT\,dG/dp$. Eliminating the surface block therefore gives

$$\det(-J)=k_tk_w\,(h-b^TK^{-1}c)=k_tk_w\,\frac{\sigma}{V}.\tag{12}$$

*If $\sigma<0$*, the polynomial $\det(\lambda-J)$ is negative at $\lambda=0$ and positive at large $\lambda$. It has a positive real root, and the state is unstable.

*If $\sigma>0$*, take $v=(1,u)$ with $u=K^{-1}(c+\epsilon\mathbf 1)$, where $\mathbf 1=(1,1)$ and $\epsilon>0$. The elements of $K^{-1}$ are non-negative with a positive diagonal, so $v>0$. The surface rows of $Jv$ equal $-\epsilon$. The pressure row equals $-\sigma/V+\epsilon\,b^TK^{-1}\mathbf 1$, which is negative for small $\epsilon$. Rescale the variables by the components of $v$. Every row sum of the rescaled matrix is then negative, while its off-diagonal elements remain non-negative. Each Gershgorin disc, centred on a diagonal element with the sum of the other elements in its row as radius, lies in the left half-plane. All eigenvalues have negative real parts, and the state is stable.

The chamber volume changes the rates of relaxation but not the sign criterion.

## Proof of the theorem

**Order is preserved.** Consider the box $0\le p\le p_u$, $0\le\theta_t,\theta_w\le1$, with $p_u\ge QkT/S$. Equations (1) to (3) show that no solution leaves it: on each face the rate of the variable held at its limit points inward or vanishes. Let two solutions start with $y(0)\le z(0)$ in every component. Their difference $w=z-y$ obeys $\dot w=A(t)w$, where $A$ is the average of $J$ along the straight line between them, so its off-diagonal elements are non-negative. For a large enough constant $C$, the matrix $A+C$ has no negative element, and $e^{Ct}w$ obeys a linear equation with that matrix. Solving it by successive integration from $w(0)\ge0$ adds only non-negative terms. Hence $y(t)\le z(t)$ at all later times.

**Extreme starts.** Start clean, at the lowest corner $(0,0,0)$. After any time $\tau$ the state is no lower than at the start, and order preservation gives $y(t+\tau)\ge y(t)$. The solution rises, is bounded, and so tends to a steady state. It began below every steady state and stays below each, so its limit is the lowest one. By the same argument, the poisoned start $(p_u,1,1)$ descends to the highest.

If $S\ge S_c$, these limits coincide by Lemma 4. Every other start is squeezed between them and reaches the same state, so there is no hysteresis. If $S<S_c$, some supply has several steady states, and the clean and poisoned starts end differently. This proves the theorem. $\square$

**Slow sweeps.** Raise the supply in small steps and let the chamber settle after each. The lowest solution of $\Phi(p)=Q$ never moves down as $Q$ rises, so the old state lies between the clean corner and the new lowest state, and it settles there. A falling supply likewise follows the highest state. The pressure jumps where the followed branch ends, at a fold with $\sigma=0$.

## Worked example

Take titanium sputtered in argon and nitrogen, with rough parameters: current 1.0 A, target 100 cm², walls 2000 cm², yields $Y_m=0.50$ and $Y_c=0.10$, both sticking probabilities 0.30, temperature 300 K and argon pressure 3.0 mTorr. Then $r=5$ and $a=20$. A bare target would pump nitrogen at 357.1 L/s.

Numerical maximisation of $-g'$ puts the steepest fall at $x=1.17$, or $p=0.032$ mTorr, where $\theta_t=0.54$ and $\theta_w=0.91$. The two terms of (8) give

$$M=0.7775-0.2998=0.4777,\qquad S_c=357.1\times0.4777\approx171\ \text{L/s}.$$

This is about 0.17 m³/s. The walls are nearly saturated there while the target is only half covered, so the loss of metal rate outweighs the gain in film nitrogen. The bound $M<r-1$ gives 1429 L/s, which is sufficient but far from necessary here.

**Below the limit.** At $S=80$ L/s the folds, found by solving $\sigma=0$ numerically, are at supplies of 2.05 and 1.83 sccm (cm³ per minute at 0 °C and 1 atm). On the way up the pressure jumps from 0.019 to 0.169 mTorr. On the way down it jumps from 0.081 to 0.009 mTorr. At the middle supply of 1.94 sccm, numerical time integration of (1) to (3) gives two end states:

- clean start: $p=0.011$ mTorr, $\theta_t=0.29$, $\theta_w=0.70$;
- poisoned start: $p=0.139$ mTorr, $\theta_t=0.84$, $\theta_w=0.99$.

The metal rate relative to a clean target is $1-\theta_t+\theta_t/r$, which is 0.77 and 0.33 respectively. At this supply the nearly stoichiometric film therefore grows at less than half the metal rate of the other.

**Above the limit.** At 250 L/s there is no loop, but the response is still uneven. A small change of supply alters the pressure by $dp/dQ=kT/\sigma$, against $kT/S$ for the pump alone. At the steepest point the ratio is

$$\frac{S}{S-S_c}=\frac{250}{250-170.6}\approx3.15.$$

It diverges as $S$ approaches $S_c$ from above, so absence of hysteresis does not by itself mean easy control. The pump also removes argon. If its speed for argon is the same, holding 3.0 mTorr at $S_c$ takes about 37 sccm of argon.

**Areas.** With all else fixed, walls of 500, 2000 and 8000 cm² give $S_c=61$, 171 and 362 L/s. Reducing the target to 20 cm² at the same current and with 2000 cm² walls gives 80 L/s. The prefactor falls fivefold, but $a$ rises to 100 and $M$ increases to about 1.1, so $S_c$ falls by a factor of only 2.1.

## Comparison with a real chamber

The mean current density of 10 mA/cm² and the argon pressure are ordinary for a laboratory magnetron. The yields and sticking probabilities are rough. Real magnetrons break several assumptions, and the table shows $S_c$ recomputed numerically with one change at a time.

| Change | $S_c$ (L/s) | Shift |
|---|---:|---:|
| nitrogen ions fill metal sites on the target | 180 | +6 % |
| current falls 10 % on full poisoning | 197 | +16 % |
| current rises 10 % on full poisoning | 149 | −13 % |
| 80 % of ions on half the target | 144 | −16 % |
| 80 % of metal on half the walls | 142 | −17 % |
| gas at 400 K, same pressure, pump at 300 K | 148 | −13 % |

In the first row the nitrogen share of the ion current is taken as $p/(p+p_{\rm Ar})$, with two atoms per ion. With this term the current no longer cancels, so the shift given is for 1.0 A and grows with the current. In the next two, the current varies linearly with $\theta_t$. Such a drift can arise when the supply holds power rather than current. The sign of the last row comes from counting the pumping speed at 300 K while the flux onto the surfaces is that of gas at 400 K. With both taken at 400 K, the factor $\sqrt T$ in $S_c$ gives 197 L/s instead.

Uneven erosion and uneven coating lower the limit in these cases, whereas a current that drops on poisoning raises it. The tabulated splits are mild, and a narrower erosion track can lower the limit considerably more. The shifts were not combined. Nitrogen stored below the target surface is outside both the model and these estimates.

A poorly known sticking probability can matter more than any row. If both values are scaled together, $a$ is unchanged and $S_c$ scales in proportion, so a twofold uncertainty in sticking is a twofold uncertainty in the required pump. The figure of 171 L/s is thus an estimate for these parameters. The yield ratio, also rough here, enters through $M$. A design based on the estimate needs sticking probabilities and a yield ratio measured for the actual surfaces, and a margin above $S_c$ that allows for the neglected effects and keeps the pressure sensitivity tolerable.
